# Tracing and testing the Bergman-Milton permittivity lens at known volume fraction

## The result

A composite of two isotropic phases has relative permittivities $\varepsilon_1,\varepsilon_2$ and known volume fractions $f_1$ and $f_2=1-f_1$, both nonzero. Let $\varepsilon=\mathbf e\cdot\boldsymbol\varepsilon^*\mathbf e$ be the element of its effective tensor along a real unit vector $\mathbf e$. Define

$$s=\frac{\varepsilon_2}{\varepsilon_2-\varepsilon_1},\qquad \frac{\varepsilon_1}{\varepsilon_2}=1-\frac1s .$$

Then $\varepsilon$ lies in the closed lens between two circular arcs, each traced by $0\le L\le1$:

$$1-\frac{\varepsilon}{\varepsilon_2}=\frac{f_1}{s-f_2L}\quad\text{(single pole)},\tag{1}$$

$$1-\frac{\varepsilon_1}{\varepsilon}=\frac{f_2}{s-f_1(1-L)}\quad\text{(dual)}.\tag{2}$$

Both arcs run from the arithmetic mean $\varepsilon_A=f_1\varepsilon_1+f_2\varepsilon_2$ at $L=0$ to the harmonic mean $\varepsilon_H=(f_1/\varepsilon_1+f_2/\varepsilon_2)^{-1}$ at $L=1$. Every point of the lens is attained by a laminate, in the limit of well-separated layer scales.

The time factor is $e^{-i\omega t}$, so loss means $\mathrm{Im}\,\varepsilon>0$. The phases are local and non-magnetic, and the structure is much finer than the wavelength, so that $\nabla\times\mathbf E=0$ and $\nabla\cdot\mathbf D=0$ inside it. The ratio $\varepsilon_1/\varepsilon_2$ is not real, and the phases are labelled so that $\mathrm{Im}\,s>0$. Exchanging the labels replaces $s$ by $1-s$, so this can be arranged.

## A tiny example by hand

Two rules suffice for layers whose tensors share the axes $x,y,z$. If the layer normal is $x$, $D_x$ is continuous and $1/\varepsilon_{xx}$ averages. If the normal is $y$ or $z$, $E_x$ is continuous and $\varepsilon_{xx}$ averages.

Stack phase 1, with share $p$, and phase 2 along $x$:

$$\varepsilon'=\frac{\varepsilon_1\varepsilon_2}{p\,\varepsilon_2+(1-p)\varepsilon_1}.$$

Its relative deviation from phase 2 is

$$1-\frac{\varepsilon'}{\varepsilon_2}=\frac{p(\varepsilon_2-\varepsilon_1)}{\varepsilon_2-(1-p)(\varepsilon_2-\varepsilon_1)}=\frac{p}{s-(1-p)},$$

where the last step divides above and below by $\varepsilon_2-\varepsilon_1$. Now stack this material, with share $q$, and more phase 2 along $y$. The deviation is multiplied by $q$. Since $pq=f_1$,

$$1-\frac{\varepsilon}{\varepsilon_2}=\frac{f_1}{s-(1-p)}.$$

Because $q\le1$, $p$ runs from $f_1$ to 1, so the pole $1-p$ runs over $[0,f_2]$. Writing $1-p=f_2L$ gives arc (1).

Exchange the phases, so that phase 2 is the core and phase 1 the coating. Then $f_1\leftrightarrow f_2$ and $s\to1-s$:

$$1-\frac{\varepsilon}{\varepsilon_1}=\frac{f_2}{1-s-f_1L}.\tag{3}$$

Hence, using $1-f_2=f_1$,

$$\frac{\varepsilon}{\varepsilon_1}=\frac{f_1(1-L)-s}{1-s-f_1L},\qquad
1-\frac{\varepsilon_1}{\varepsilon}=\frac{f_1(1-L)-s-(1-s-f_1L)}{f_1(1-L)-s}=\frac{-f_2}{f_1(1-L)-s},$$

which is arc (2).

For numbers, take a solid skeleton with $\varepsilon_1=2.718+2.376i$, empty pores with $\varepsilon_2=1$, and $f_1=0.70$. Then $s=-0.1998+0.2764i$. At $L=0.5$ the pole of (1) is $0.15$, and

$$\varepsilon=1-\frac{0.70}{-0.3498+0.2764i}=2.232+0.973i .$$

The dual arc at the same $L$ gives $2.097+1.335i$. The ends are $\varepsilon_A=2.202+1.663i$ and $\varepsilon_H=2.073+0.593i$.

## Why no microstructure escapes

**Spectral form.** Take periodic fields with $\langle\mathbf u,\mathbf v\rangle$ the cell average of $\mathbf u^*\cdot\mathbf v$. Let $\Gamma$ project onto zero-mean gradients, and let $\Gamma'=1-|\mathbf e\rangle\langle\mathbf e|-\Gamma$ project onto all that remains, including constant fields transverse to $\mathbf e$. Let $\chi_j$ be 1 in phase $j$ and 0 elsewhere.

Apply a mean field $\mathbf e$, so that $\mathbf E=\mathbf e+\Gamma\mathbf E$. The local permittivity is $\varepsilon_2(1-\chi_1/s)$, and $\nabla\cdot\mathbf D=0$ means $\Gamma(1-\chi_1/s)\mathbf E=0$. Therefore

$$\mathbf E=\mathbf e+\frac1s\Gamma\chi_1\mathbf E .$$

Multiply by $\chi_1$ and set $\mathbf P=\chi_1\mathbf E=\chi_1\mathbf P$:

$$\mathbf P=s\,(s-\chi_1\Gamma\chi_1)^{-1}\chi_1\mathbf e .$$

Since $\varepsilon=\langle\mathbf e,\mathbf D\rangle=\varepsilon_2(1-\langle\mathbf e,\mathbf P\rangle/s)$,

$$F\equiv1-\frac{\varepsilon}{\varepsilon_2}=\langle\chi_1\mathbf e,(s-\chi_1\Gamma\chi_1)^{-1}\chi_1\mathbf e\rangle=\sum_j\frac{m_j}{s-z_j}.\tag{4}$$

The operator is Hermitian and $0\le\|\Gamma\chi_1\mathbf u\|^2\le\|\mathbf u\|^2$, so $0\le z_j\le1$. The weights are squared projections, so $m_j\ge0$, and their sum is $\langle\chi_1\mathbf e,\chi_1\mathbf e\rangle=f_1$. For a continuous spectrum the sum becomes an integral and nothing below changes.

**Dual form.** From (4), $\mathrm{Im}\,F<0$, so $\varepsilon/\varepsilon_2=1-F$ cannot vanish and we may divide by $\varepsilon$. The field $\hat{\mathbf D}=\mathbf D/\varepsilon$ has unit component along $\mathbf e$ and no gradient part: $\hat{\mathbf D}=\mathbf e+\Gamma'\hat{\mathbf D}$. The field $\mathbf E/\varepsilon$ obeys $\Gamma'(\mathbf E/\varepsilon)=0$ and has component $1/\varepsilon$ along $\mathbf e$. It equals $\hat{\mathbf D}$ times the local inverse permittivity, $(1/\varepsilon_1)(1-\chi_2/s)$. These are the previous equations with $\Gamma\to\Gamma'$, $\chi_1\to\chi_2$, $\varepsilon_2\to1/\varepsilon_1$ and $\varepsilon\to1/\varepsilon$. Hence

$$G\equiv1-\frac{\varepsilon_1}{\varepsilon}=\sum_j\frac{n_j}{s-\zeta_j},\quad n_j\ge0,\quad \sum_jn_j=f_2,\quad0\le\zeta_j\le1.$$

Nothing here requires $\mathbf e$ to be a principal axis.

**Two inequalities.** The Cauchy-Schwarz inequality gives $|F|^2\le f_1\sum_jm_j/|s-z_j|^2$. Therefore

$$\mathrm{Im}\frac{f_1}{F}=-\frac{f_1\,\mathrm{Im}F}{|F|^2}=\mathrm{Im}\,s\;\frac{f_1\sum_jm_j/|s-z_j|^2}{|F|^2}\ge\mathrm{Im}\,s .$$

The same holds for $G$ with $f_2$. Define the apparent poles

$$w_1=s-\frac{f_1}{F},\qquad w_2=s-\frac{f_2}{G};\qquad \mathrm{Im}\,w_1\le0,\quad\mathrm{Im}\,w_2\le0.\tag{5}$$

Equality requires all the weight to sit at one pole.

**From inequalities to arcs.** Define $Y$ by

$$\varepsilon=\varepsilon_A-\frac{f_1f_2(\varepsilon_1-\varepsilon_2)^2}{f_2\varepsilon_1+f_1\varepsilon_2+Y}.\tag{6}$$

Divide by $\varepsilon_2$, put $y=Y/\varepsilon_2$, and use $\varepsilon_1/\varepsilon_2=1-1/s$:

$$F=\frac{f_1}{s}+\frac{f_1f_2}{s^2(1+y-f_2/s)}
=\frac{f_1}{s}\left[1+\frac{f_2}{s(1+y)-f_2}\right]
=\frac{f_1}{s-f_2/(1+y)} .$$

So $w_1=f_2/(1+y)$. Equation (6) is unchanged when the phases are exchanged. With $v=Y/\varepsilon_1$ it therefore gives (3) with $L$ replaced by $1/(1+v)$. The algebra from (3) to (2) then gives $w_2=f_1-f_1/(1+v)$.

Thus (5) says $\mathrm{Im}\,y\ge0$ and $\mathrm{Im}\,v\le0$. Write $Y=a\varepsilon_1+b\varepsilon_2$ with real $a,b$, which is possible because the ratio $\varepsilon_1/\varepsilon_2$ is not real. That ratio has imaginary part $\mathrm{Im}\,s/|s|^2>0$. From $y=a\varepsilon_1/\varepsilon_2+b$ the first condition is $a\ge0$. From $v=a+b\varepsilon_2/\varepsilon_1$ the second is $b\ge0$.

The allowed $Y$ fill a wedge. On its edge $a=0$, $w_1=f_2/(1+b)$, which is arc (1) with $L=1/(1+b)$. On the edge $b=0$, $L=1/(1+a)$ gives arc (2). Equation (6) is a fractional linear map, so straight edges become circular arcs. The denominator vanishes at $a=-f_2$, $b=-f_1$, outside the wedge, so the image is bounded.

**Filling the lens.** The two-step laminates attain both arcs. Take two laminates with equal $f_1$ and tensors diagonal in $x,y,z$, and stack them along $z$ on a coarser scale. Their $\varepsilon_{xx}$ values average and $f_1$ is unchanged. Every chord between boundary points is therefore attainable. A line through any interior point meets the boundary on both sides, so the whole lens is attained. Since attainable values cannot leave the lens, it is convex.

This construction uses anisotropic laminates. It does not show that an isotropic composite can reach every point.

## Limits that show what the lens knows

For weak contrast, put $\delta=\varepsilon_1-\varepsilon_2$ and expand (1) in $1/s=-\delta/\varepsilon_2$:

$$\varepsilon=\varepsilon_A-f_1f_2L\,\frac{\delta^2}{\varepsilon_2}+O(\delta^3).$$

Equation (3) gives the same expression with $\varepsilon_1$ in the last denominator, a difference of order $\delta^3$. The lens has length of order $\delta^2$ and width of order $\delta^3$, so microstructure enters at second order.

If both permittivities tend to positive real values, $Y$ becomes real and non-negative. Equation (6) then confines $\varepsilon$ to the real interval $[\varepsilon_H,\varepsilon_A]$.

The opposite case is $\varepsilon_2=1$ and $\varepsilon_1\to-q+i0$ with $q>0$. The wedge opens to the upper half-plane, and (6) becomes $\varepsilon=\varepsilon_A-K/(B+Y)$ with $B$ real and $K=f_1f_2(q+1)^2>0$. This maps the upper half-plane onto itself. The bound has then weakened to $\mathrm{Im}\,\varepsilon\ge0$: resonances of suitable structures can put the response anywhere in that half-plane.

## The algorithm

1. Compute $s$; exchange the phase labels if $\mathrm{Im}\,s<0$.
2. Trace (1) for $L$ from 0 to 1, then (2) for $L$ from 1 to 0. This gives a closed polygon.
3. Generate laminate trees with the prescribed $f_1$.
4. For each value $\varepsilon$, check the signs in (5) and the signed distance to the polygon.

Step 3 needs the lamination rule for arbitrary symmetric tensors $A,B$, shares $\alpha$ and $\beta=1-\alpha$, and unit normal $\mathbf n$. Continuity of tangential $\mathbf E$ means that the two layer fields differ by a multiple $t$ of $\mathbf n$. With mean field $\mathbf E_0$,

$$\mathbf E_A=\mathbf E_0+\beta t\mathbf n,\qquad \mathbf E_B=\mathbf E_0-\alpha t\mathbf n .$$

Let $\Delta=A-B$. Continuity of normal $\mathbf D$ gives

$$\mathbf n\cdot\Delta\mathbf E_0+t\,\mathbf n\cdot(\beta A+\alpha B)\mathbf n=0 .$$

The mean displacement is $(\alpha A+\beta B)\mathbf E_0+\alpha\beta t\,\Delta\mathbf n$. Substituting $t$,

$$\boldsymbol\varepsilon^*=\alpha A+\beta B-\alpha\beta\,\frac{(\Delta\mathbf n)(\mathbf n^{T}\Delta)}{\mathbf n\cdot(\beta A+\alpha B)\mathbf n}.$$

To keep the volume fraction, a node with solid fraction $f$ draws a share $\alpha$ and gives its first branch a fraction $f_a$. The second branch must have $f_b=(f-\alpha f_a)/(1-\alpha)$. Requiring $0\le f_b\le1$ restricts $f_a$ to

$$\max\left(0,\frac{f-1+\alpha}{\alpha}\right)\le f_a\le\min\left(1,\frac f\alpha\right).$$

The recursion ends in simple laminates or pure phases.

## What the tests found

With the permittivities above and $f_1=0.70$, 2000 random trees of up to six levels were each probed along three directions. All 6000 values satisfied both inequalities (5) to within $10^{-10}$. They also lay inside the traced polygon to within $2\times10^{-5}$, an allowance for the arcs bulging beyond its chords. Of these values, 1120 came within 0.01 of the boundary. Most of them lie near the two corners, where the lens is narrow; 404 are more than 0.05 from both corners, 337 of them along the dual arc and 67 along the single-pole arc. As a control, trees with $f_1=0.60$ were compared with the lens for 0.70: 889 of 900 values fell outside by more than $10^{-3}$.

Laminates are a special class, so a random $9\times9$ pixel cell with solid fraction 0.654 was also solved directly in a finite Fourier basis. It gave $\varepsilon_{xx}=2.056+1.085i$, and both spectral sums reproduced this solution to within $10^{-9}$. Its off-diagonal element was $0.002-0.025i$, so $x$ was not a principal axis. The apparent poles were $w_1=0.102-0.033i$ and $w_2=0.254-0.042i$, both with the required sign. These digits belong to the coarse discretization, with one field point per pixel. Resolving the fields inside the pixels shifts $\varepsilon_{xx}$ by about 0.01 and the poles by a few thousandths, without changing the signs in (5). The off-diagonal element changes more, to about $0.002+0.002i$, but stays nonzero.

The filling argument also works as a design method. For the target $2.130+1.245i$, draw the chord from $\varepsilon_A$ through the target to the dual arc. It ends at $L=0.905$, and the target lies at 0.480 of its length. A stack along $z$ with share 0.480 of that dual laminate and 0.520 of plain layers having $\varepsilon_{xx}=\varepsilon_A$ reproduces the target.

## Reading the lens for a porous dielectric

The numbers represent, roughly, a porous organosilicate interlayer film under 10 eV plasma light. The skeleton is a model oscillator,

$$\varepsilon_1=1.5+\frac{60}{10.5^2-E^2-2.0\,iE},$$

with $E$ in eV. Its parameters are round assumptions, not a fit to a film. The porosity is 0.30 and the pore radius 1 nm.

Consider normal incidence, with the film normal and the polarization along principal axes. The intensity absorption length is

$$\ell=\frac{\lambda}{4\pi\,\mathrm{Im}\sqrt{\varepsilon}},\qquad\lambda=124\ \text{nm}.$$

$\mathrm{Im}\sqrt\varepsilon$ is a harmonic function in the upper half-plane, so its extremes over the lens lie on the boundary. On the traced boundary they occur at the two ends. At $\varepsilon_A$, $\mathrm{Im}\sqrt\varepsilon=0.528$ and $\ell=18.7$ nm. At $\varepsilon_H$, it is $0.204$ and $\ell=48.4$ nm. Porosity alone thus leaves a factor of 2.6 in depth. The long limit belongs to upright layers crossed by the electric field, the short one to layers parallel to it.

For spherical pores take the Maxwell Garnett formula,

$$\frac{\varepsilon-\varepsilon_1}{\varepsilon+2\varepsilon_1}=f_2\beta_p,\qquad \beta_p=\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2+2\varepsilon_1}.$$

Solving for $\varepsilon$ gives $1-\varepsilon/\varepsilon_1=-3f_2/(1/\beta_p-f_2)$. Since $1/\beta_p=1-3(1-s)$, this is (3) with $L=1/3$, a point on the dual arc. It gives $\varepsilon=2.133+1.471i$ and $\ell=20.6$ nm. The formula is itself an approximation that depends on how the pores are arranged: the Bruggeman rule, which treats both phases as grains, gives 21.6 nm for the same inputs.

Real films break the assumption of two uniform, sharply known phases. The following changes in the spherical-pore length were computed one at a time, with all else fixed:

- Retardation, estimated from the Mie electric-dipole coefficient of a pore: $-0.3\%$. The magnetic dipole and electric quadrupole enter at the same order in pore size and reduce this to about $-0.2\%$.
- Porosity higher by 0.02: $+2.7\%$.
- A 0.3 nm pore-wall layer with oscillator strength reduced by 20%: $+9\%$. This is a rough estimate, because the coated pores would fill 66% of the volume, slightly more than random close packing of equal spheres (about 64%) allows.
- Resonance lowered by 0.1 eV, an assumed thermal shift: $-9\%$.
- Resonance raised by 0.094 eV, the confinement energy $\hbar^2\pi^2/(2Mw^2)$ for an assumed wall width $w=1$ nm and exciton mass $M=4m_e$: $+10\%$. The estimate is sensitive to $w$: between equal spherical pores at this porosity the narrowest walls are at most 0.70 nm, and that width would give 0.19 eV and $+21\%$.

In this model the quasi-static assumption is therefore much safer than the skeleton permittivity. A resonance shift or porosity error moves the whole lens, which must be retraced; an uncertain porosity calls for the union of the lenses. A distinct wall layer is a third phase, to which the two-phase bound does not apply. The depth limits are guaranteed for the stated inputs, not for a film whose skeleton has been altered by the plasma. The remaining values are in the numerical output.

## Computed values

```
photon energy: 10 eV
vacuum wavelength: 124 nm
oscillator: centre 10.5 eV, width 2.0 eV, strength 60.0 eV^2, background 1.5
skeleton permittivity eps1: 2.7177 +2.3759i (relative)
pore permittivity eps2: 1.0000 +0.0000i (relative)
solid fraction f1 0.70, porosity f2 0.30
spectral variable s: -0.1998 +0.2764i (no unit)
arithmetic mean, L=0: 2.2024 +1.6632i (relative)
harmonic mean, L=1: 2.0725 +0.5931i (relative)
single-pole arc L=0.25, pole 0.075: 2.2662 +1.2735i (relative)
dual arc L=0.25, pole 0.525: 2.1509 +1.5276i (relative)
single-pole arc L=0.5, pole 0.150: 2.2319 +0.9733i (relative)
dual arc L=0.5, pole 0.350: 2.0968 +1.3353i (relative)
single-pole arc L=0.75, pole 0.225: 2.1576 +0.7532i (relative)
dual arc L=0.75, pole 0.175: 2.0536 +1.0477i (relative)
area of lens: 0.1419 (relative permittivity squared)
pixel medium solid fraction: 0.6543 (no unit)
pixel medium eps_xx: 2.0558 +1.0852i (relative)
pixel medium eps_yx: 0.0021 -0.0245i (relative)
pixel apparent pole: 0.1015 -0.0333i (no unit)
pixel apparent dual pole: 0.2539 -0.0415i (no unit)
random laminate trees: 2000 trees
values tested: 6000 values
values inside lens: 6000 values
values within 0.01 of boundary: 1120 values
largest distance from boundary: 0.09779 (relative)
control solid fraction: 0.6 (no unit)
control values outside lens: 889 of 900
design target: 2.1298 +1.2452i (relative)
design obtained: 2.1298 +1.2452i (relative)
design partner: dual arc, L 0.9048, share 0.4800
shortest absorption length: 18.69 nm
  at permittivity: 2.2024 +1.6632i (relative)
longest absorption length: 48.37 nm
  at permittivity: 2.0725 +0.5931i (relative)
laminate absorption lengths: 18.69 to 48.37 nm
spherical-pore permittivity: 2.1329 +1.4712i (relative)
spherical-pore absorption length: 20.61 nm
pore radius 1.0 nm, wall layer 0.3 nm, layer oscillator strength x 0.8
porosity error 0.02, thermal shift -0.1 eV
wall 1.0 nm, exciton mass 4.0 m_e, confinement shift 0.094 eV
length change, retardation: -0.28 %
length change, modified wall layer: +9.07 %
length change, porosity error: +2.67 %
length change, thermal shift: -8.70 %
length change, exciton confinement: +9.54 %
```
